# Peak-gain jump in a quantum well with mirror-image bands: test program

```python
"""Peak-gain jump in a quantum well with mirror-image bands.

Result under test: with two subbands E1 < E2 in each band, equal masses,
a neutral well and no broadening, the gain maximum moves from the 1-1 to
the 2-2 transition at the quasi-Fermi level (measured into either band)
    F = E2 + kT ln x,
    x = [3(r-1) + sqrt(9(r-1)^2 + 4r)]/(2r),  r = exp((E2-E1)/kT).
If the second onset has relative height R instead of 2, x is the positive
root of (R-1) r x^2 - (R+1)(r-1) x - (R-1) = 0.
Energies are in meV, lengths in nm, masses in free-electron masses.
Gain is relative to the height of one fully inverted subband step.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

H = const.hbar**2 / (2 * const.m_e) / const.e * 1e3 * 1e18  # meV nm^2
KB = const.k / const.e * 1e3                                # meV/K
HC = const.h * const.c / const.e * 1e3 * 1e6                # meV um

gap, mass, barrier, width = 200.0, 0.05, 100.0, 16.0
valleys, temperature = 4, 150.0
hole_mass_test = 0.055
barrier_thickness = 100.0
broadening = 4.0
kT = KB * temperature


def jump_level(e1, e2, kt, height=2.0):
    r = np.exp((e2 - e1) / kt)
    a = (height - 1) * r
    b = (height + 1) * (r - 1)
    x = (b + np.sqrt(b * b + 4 * a * (height - 1))) / (2 * a)
    return e2 + kt * np.log(x)


def well_levels(m):
    """Lowest even and odd bound levels of the finite square well."""
    theta = width / 2 * np.sqrt(m * barrier / H)

    def root(z):
        return np.sqrt(max(theta**2 - z**2, 0.0))

    even = brentq(lambda z: z * np.sin(z) - root(z) * np.cos(z),
                  0, min(np.pi / 2, theta))
    odd = brentq(lambda z: z * np.cos(z) + root(z) * np.sin(z),
                 np.pi / 2, min(np.pi, theta))
    return barrier * (np.array([even, odd]) / theta)**2


def diagonalized_well(m):
    """Bound levels and envelopes by finite differences."""
    h, count = 0.05, 2400
    z = (np.arange(count) + 0.5) * h - count * h / 2
    potential = np.where(np.abs(z) < width / 2, 0.0, barrier)
    t = H / m / h**2
    return eigh_tridiagonal(potential + 2 * t, -t * np.ones(count - 1),
                            select='v', select_range=(0.0, barrier))


def inversion(ee, eh, fe, fh, kt):
    return expit((fe - ee) / kt) + expit((fh - eh) / kt) - 1


def staircase(photon, f, levels, kt):
    e = (photon - gap) / 2
    steps = sum((e >= level).astype(float) for level in levels)
    return steps * inversion(e, e, f, f, kt)


def searched_jump(gain, e1, e2, kt):
    """Find the jump by locating the maximum of the whole spectrum."""
    w1, w2 = gap + 2 * e1, gap + 2 * e2
    grid = np.sort(np.r_[w1 + 1e-9, w2 + 1e-9,
                         np.linspace(w1 + 1e-6, w2 + 8 * kt, 2500)])

    def second_wins(f):
        return grid[np.argmax(gain(grid, f))] > (w1 + w2) / 2

    low, high = e1 + 1e-3 * (e2 - e1), 2 * e2 - e1 + 10 * kt
    flags = np.array([second_wins(f) for f in np.linspace(low, high, 150)])
    assert not flags[0] and flags[-1]
    assert np.count_nonzero(flags[1:] != flags[:-1]) == 1
    for _ in range(50):
        middle = (low + high) / 2
        if second_wins(middle):
            high = middle
        else:
            low = middle
    return (low + high) / 2


def sheet_density(levels, m, f, kt):
    """Carriers per nm^2 in the bound subbands, all valleys."""
    return (valleys * m * kt / (2 * np.pi * H)
            * np.sum(np.logaddexp(0, (f - np.asarray(levels)) / kt)))


# Bound levels, number of subbands and selection rule
levels = well_levels(mass)
E1, E2 = levels
spacing = E2 - E1
fd_levels, fd_waves = diagonalized_well(mass)
assert len(fd_levels) == 2
assert np.max(np.abs(fd_levels - levels)) < 0.05  # grid error
hole_levels = well_levels(hole_mass_test)
fd_hole_levels, fd_hole_waves = diagonalized_well(hole_mass_test)
assert len(fd_hole_levels) == 2
assert np.max(np.abs(fd_hole_levels - hole_levels)) < 0.05
overlap = (fd_waves.T @ fd_hole_waves)**2
assert overlap[0, 1] < 1e-12 and overlap[1, 0] < 1e-12
assert min(overlap[0, 0], overlap[1, 1]) > 0.98

# Gain staircase from direct counting of k states, also with anisotropy
f_test, points, kinetic_max = 90.0, 1600, 170.0
k_max = np.sqrt(kinetic_max * mass / H)
k_axis = (np.arange(points) + 0.5) * k_max / points
edges = gap + 2 * E1 + 4.0 * np.arange(46)
centres = (edges[1:] + edges[:-1]) / 2
per_bin = np.pi / 4 * 2.0 / kinetic_max * points**2
for anisotropy in (1.0, 1.3):
    kinetic = (H / mass * (anisotropy * k_axis[:, None]**2
                           + k_axis[None, :]**2 / anisotropy)).ravel()
    counted = np.zeros(len(centres))
    for level in levels:
        upper = gap + level + kinetic
        lower = -level - kinetic
        weight = (expit((gap + f_test - upper) / kT)
                  - expit((-f_test - lower) / kT))
        counted += np.histogram(upper - lower, edges, weights=weight)[0]
    counted /= per_bin
    formula = ((1 + (centres > gap + 2 * E2))
               * np.tanh((f_test - (centres - gap) / 2) / (2 * kT)))
    keep = np.abs(centres - gap - 2 * E2) > 2.01
    assert np.max(np.abs(counted - formula)[keep]) < 0.02  # lattice noise

# Closed form against a search over the complete spectrum
for e1, e2, kt in ((E1, E2, kT), (E1, E2, KB * 77), (E1, E2, KB * 300),
                   (10.0, 15.0, 20.0), (5.0, 60.0, 9.0)):
    found = searched_jump(lambda w, f: staircase(w, f, (e1, e2), kt),
                          e1, e2, kt)
    assert abs(found - jump_level(e1, e2, kt)) < 1e-5
    assert e2 < found < e2 + min(e2 - e1, kt * np.log(3))
assert abs(jump_level(0, 30, 1) - 30 - np.log(3)) < 1e-9
assert abs((jump_level(0, 1e-3, 1) - 1e-3) / 1e-3 - 1) < 1e-4

F = jump_level(E1, E2, kT)
assert F < barrier
w1, w2 = gap + 2 * E1, gap + 2 * E2
onsets = np.array([w1, w2]) + 1e-9
step_gains = staircase(onsets, F, levels, kT)
assert abs(step_gains[0] - step_gains[1]) < 1e-8


def peak_gain(f):
    return np.max(staircase(onsets, f, levels, kT))


df = 1e-3
slope_below = (peak_gain(F - df) - peak_gain(F - 2 * df)) / df
slope_above = (peak_gain(F + 2 * df) - peak_gain(F + df)) / df
assert slope_above > slope_below > 0

# Sheet density against direct integration over k
density = sheet_density(levels, mass, F, kT)
k_end = np.sqrt((F + 40 * kT) * mass / H)
integrated = sum(
    quad(lambda k: valleys * k / np.pi
         * expit((F - level - H * k * k / mass) / kT), 0, k_end)[0]
    for level in levels)
assert abs(integrated / density - 1) < 1e-6

# Inverse-photon-energy prefactor
height_ratio = 2 * w1 / w2
F_prefactor = jump_level(E1, E2, kT, height_ratio)
found = searched_jump(lambda w, f: staircase(w, f, levels, kT) / w,
                      E1, E2, kT)
assert abs(found - F_prefactor) < 1e-5

# Two-band nonparabolicity: E(1+E/gap) replaces the parabolic energy
np_levels = gap / 2 * (np.sqrt(1 + 4 * levels / gap) - 1)
F_nonparabolic = jump_level(*np_levels, kT)


def nonparabolic_gain(w, f):
    e, h = (w - gap) / 2, 1e-3

    def k_squared(energy):
        return energy * (1 + energy / gap) * mass / H

    state_density = (k_squared(e + h) - k_squared(e - h)) / (2 * h)
    return staircase(w, f, np_levels, kT) * state_density / w


found = searched_jump(nonparabolic_gain, *np_levels, kT)
assert abs(found - F_nonparabolic) < 1e-4


# Unequal masses: solve neutrality and compare the two onsets
def unequal_mass_jump(mh):
    lh = well_levels(mh)

    def hole_fermi(fe):
        target = sheet_density(levels, mass, fe, kT)
        return brentq(lambda fh: sheet_density(lh, mh, fh, kT) - target,
                      -300, 500)

    def difference(fe):
        fh = hole_fermi(fe)
        excess = levels[1] + lh[1] - levels[0] - lh[0]
        electron_part = excess * mh / (mass + mh)
        first = inversion(levels[0], lh[0], fe, fh, kT)
        second = (inversion(levels[1], lh[1], fe, fh, kT)
                  + inversion(levels[0] + electron_part,
                              lh[0] + excess - electron_part, fe, fh, kT))
        return second - first

    fe = brentq(difference, E2 - 10, E2 + 50)
    return fe, hole_fermi(fe)


equal_check = unequal_mass_jump(mass)
assert max(abs(value - F) for value in equal_check) < 1e-6
Fe_unequal, Fh_unequal = unequal_mass_jump(hole_mass_test)

# Gaussian broadening, integrated separately above each onset
nodes, node_weights = np.polynomial.legendre.leggauss(800)


def broadened_jump(sigma):
    middle = (w1 + w2) / 2
    windows = (np.arange(w1 - 10, middle, 0.2),
               np.arange(middle, w2 + 60, 0.2))
    sources = [onset + 150 * (nodes + 1) for onset in (w1, w2)]
    kernels = [[np.exp(-(window[:, None] - source)**2 / (2 * sigma**2))
                * node_weights * 150 / (sigma * np.sqrt(2 * np.pi))
                for source in sources] for window in windows]

    def difference(f):
        peaks = []
        for pair in kernels:
            total = sum(kernel @ inversion((source - gap) / 2,
                                          (source - gap) / 2, f, f, kT)
                        for kernel, source in zip(pair, sources))
            peaks.append(np.max(total))
        return peaks[1] - peaks[0]

    return brentq(difference, E2 + 1, E2 + 45, xtol=1e-5)


F_broad = broadened_jump(broadening)
F_narrow = broadened_jump(1.0)
assert 0 < F_narrow - F < 2.0
assert F_broad > F_narrow

# Carriers in the barrier layers at the same quasi-Fermi level
k_end = np.sqrt(40 * kT * mass / H)
barrier_density = barrier_thickness * quad(
    lambda k: valleys * k * k / np.pi**2
    * expit((F - barrier - H * k * k / mass) / kT), 0, k_end)[0]


def show(label, value, unit, digits=2):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Band gap", gap, "meV", 0)
show("Mass in both bands", mass, "m0", 3)
show("Barrier height per band", barrier, "meV", 0)
show("Well width", width, "nm", 0)
show("Equivalent valleys", valleys, "", 0)
show("Temperature", temperature, "K", 0)
show("Thermal energy kT", kT, "meV", 3)
show("First level E1", E1, "meV")
show("Second level E2", E2, "meV")
show("Level spacing D", spacing, "meV")
show("Ratio D/kT", spacing / kT, "", 4)
show("r = exp(D/kT)", np.exp(spacing / kT), "", 3)
show("x at the jump", np.exp((F - E2) / kT), "", 4)
show("Quasi-Fermi level F at the jump", F, "meV")
show("F - E2", F - E2, "meV")
show("Upper bound kT ln 3", kT * np.log(3), "meV")
show("Quasi-Fermi separation", gap + 2 * F, "meV")
show("Sheet density in the well", density * 100, "1e12 cm^-2")
show("Relative peak gain at the jump", step_gains[0], "", 4)
show("Relative gain slope below jump", slope_below, "per meV", 5)
show("Relative gain slope above jump", slope_above, "per meV", 5)
show("Photon energy before jump", w1, "meV")
show("Photon energy after jump", w2, "meV")
show("Photon energy jump", w2 - w1, "meV")
show("Wavelength before jump", HC / w1, "um", 3)
show("Wavelength after jump", HC / w2, "um", 3)
for t in (77, 150, 300):
    show(f"F - E2 at {t} K, fixed levels",
         jump_level(E1, E2, KB * t) - E2, "meV")
show("Height ratio R with 1/photon energy", height_ratio, "", 4)
show("F with 1/photon energy alone", F_prefactor, "meV")
show("Shift from that prefactor", F_prefactor - F, "meV")
show("Nonparabolic E1", np_levels[0], "meV")
show("Nonparabolic E2", np_levels[1], "meV")
show("F with nonparabolicity and prefactor", F_nonparabolic, "meV")
show("Shift from both together", F_nonparabolic - F, "meV")
show("Test hole mass", hole_mass_test, "m0", 3)
show("Smallest allowed squared overlap",
     min(overlap[0, 0], overlap[1, 1]), "", 5)
show("Electron F with heavier hole", Fe_unequal, "meV")
show("Hole F with heavier hole", Fh_unequal, "meV")
show("Shift of mean F, heavier hole",
     (Fe_unequal + Fh_unequal) / 2 - F, "meV")
show("Gaussian standard deviation", broadening, "meV", 1)
show("F with broadening", F_broad, "meV")
show("Shift from broadening", F_broad - F, "meV")
show("Total barrier thickness", barrier_thickness, "nm", 0)
show("Sheet density in barriers", barrier_density * 100, "1e12 cm^-2")
show("Barrier to well density ratio", barrier_density / density, "", 4)
print("every check passed")
```

It prints:

```
Band gap: 200 meV
Mass in both bands: 0.050 m0
Barrier height per band: 100 meV
Well width: 16 nm
Equivalent valleys: 4
Temperature: 150 K
Thermal energy kT: 12.926 meV
First level E1: 16.00 meV
Second level E2: 60.37 meV
Level spacing D: 44.37 meV
Ratio D/kT: 3.4325
r = exp(D/kT): 30.953
x at the jump: 2.9142
Quasi-Fermi level F at the jump: 74.19 meV
F - E2: 13.83 meV
Upper bound kT ln 3: 14.20 meV
Quasi-Fermi separation: 348.39 meV
Sheet density in the well: 6.35 1e12 cm^-2
Relative peak gain at the jump: 0.9781
Relative gain slope below jump: 0.00168 per meV
Relative gain slope above jump: 0.05886 per meV
Photon energy before jump: 232.00 meV
Photon energy after jump: 320.74 meV
Photon energy jump: 88.74 meV
Wavelength before jump: 5.344 um
Wavelength after jump: 3.866 um
F - E2 at 77 K, fixed levels: 7.28 meV
F - E2 at 150 K, fixed levels: 13.83 meV
F - E2 at 300 K, fixed levels: 24.01 meV
Height ratio R with 1/photon energy: 1.4467
F with 1/photon energy alone: 81.94 meV
Shift from that prefactor: 7.75 meV
Nonparabolic E1: 14.89 meV
Nonparabolic E2: 48.57 meV
F with nonparabolicity and prefactor: 61.90 meV
Shift from both together: -12.29 meV
Test hole mass: 0.055 m0
Smallest allowed squared overlap: 0.99852
Electron F with heavier hole: 75.48 meV
Hole F with heavier hole: 69.19 meV
Shift of mean F, heavier hole: -1.86 meV
Gaussian standard deviation: 4.0 meV
F with broadening: 77.79 meV
Shift from broadening: 3.59 meV
Total barrier thickness: 100 nm
Sheet density in barriers: 0.51 1e12 cm^-2
Barrier to well density ratio: 0.0811
every check passed
```
